# When misfit strain turns a wetting film into islands

Suppose that a film is judged by its surface energies alone. If covering the substrate lowers the energy, the film is expected to grow as a flat layer to any thickness. For rough values typical of germanium on silicon (001), this reasoning puts no limit on the layer. Adding strain by asking when the whole film would rather leave the substrate bare gives a limit of 7.1 nm. In the model below, with ridge-shaped islands of facet slope 0.2, the flat layer already ceases to be the lowest state at 0.55 nm; steeper islands lower this further. The first account omits strain. The second compares the wrong states, because islands can form while a thin wetting layer remains beneath them.

## The criterion without strain

Let $\gamma_s$, $\gamma_f$ and $\gamma_i$ be the energies per area of the bare substrate, the film surface and the interface between them. Covering unit area removes $\gamma_s$ and creates $\gamma_f+\gamma_i$. The energy gained is

$$S=\gamma_s-\gamma_f-\gamma_i .$$

To see whether a fixed volume $V$ of film spreads, give it the shape of a box with base $L^2$ and height $H=V/L^2$. Its top and base contribute $-SL^2$. Its four sides have area $4LH=4V/L$. With the same surface energy on all free faces,

$$E(L)=-SL^2+\frac{4\gamma_fV}{L},\qquad \frac{dE}{dL}=-2SL-\frac{4\gamma_fV}{L^2}.$$

If $S\ge0$, the derivative is negative for every $L$: the box keeps spreading until it covers the substrate or reaches atomic thickness. If $S<0$, the energy is large at both small and large $L$, and its minimum is at $L^3=2\gamma_fV/(-S)$. Hence

$$\frac HL=\frac V{L^3}=\frac{-S}{2\gamma_f},$$

and the film forms islands of finite height. The layer-growth criterion for an unstrained film is therefore

$$\gamma_s\ge\gamma_f+\gamma_i .$$

The example takes $\gamma_s=8.8$, $\gamma_f=6.4$ and $\gamma_i=0.2$ eV/nm², so $S=2.2$ eV/nm² and the film wets. Exchanging the two materials, with $\gamma_i$ held fixed, gives $S=6.4-8.8-0.2=-2.6$ eV/nm². The film surface energy is then 8.8 eV/nm², and the box has $H/L=2.6/17.6=0.148$. A pair of materials that wets in one order need not wet in the other.

## The energy of a strained layer

A coherent film is stretched or compressed to fit the substrate. Let the strain have magnitude $\varepsilon$ in both in-plane directions, and let the film be isotropic with Young modulus $Y$ and Poisson ratio $\nu$. The free surface carries no normal stress, so Hooke's law gives $\varepsilon=(\sigma-\nu\sigma)/Y$. The stress and the energy per volume are

$$\sigma=\frac{Y\varepsilon}{1-\nu},\qquad w=\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\frac{Y\varepsilon^2}{1-\nu}.$$

The strain energy per area, $wh$, accumulates in proportion to the thickness $h$. The wetting gain does not, because a thick film no longer feels the substrate. A simple model of this fading influence is

$$g(h)=\gamma_f+\gamma_i+wh+\varphi(h),\qquad \varphi(h)=Se^{-h/\lambda},$$

where $\lambda$ is a decay length. At $h=0$ this is $\gamma_s$, and for a thick film $\varphi$ vanishes, as required. Thickness is treated as continuous. The exponential is a modelling choice. Since $\varphi'=-\varphi/\lambda$, the cost of adding material to the layer is

$$g'(h)=w-\frac{\varphi(h)}{\lambda}$$

per volume.

## First derivation: dividing the deposit

Let a volume $\theta$ per area be deposited. An amount $h$ stays in the layer and $\theta-h$ goes into islands. An island can relax sideways, expanding if the film is compressed and contracting if it is stretched, and so releases a fraction $R$ of its coherent strain energy, with $0\le R<1$. For large islands, facet energy per volume tends to zero, because area grows more slowly than volume. In this limit the energy per area is

$$e(h)=g(h)+(1-R)w(\theta-h),\qquad 0\le h\le\theta .$$

Differentiation gives

$$e'(h)=w-\frac{\varphi}{\lambda}-(1-R)w=Rw-\frac S\lambda e^{-h/\lambda}.$$

The unreleased strain energy $(1-R)w$ has cancelled, since it is paid in either place. For $S>\lambda Rw>0$, $e'$ is negative at $h=0$ and rises through zero at

$$\boxed{h_c=\lambda\ln\frac{S}{\lambda Rw}}.$$

If $\theta\le h_c$, the energy falls up to $h=\theta$, and all material belongs in the layer. If $\theta>h_c$, the minimum is at $h=h_c$, and the excess belongs in islands. This is Stranski-Krastanov growth: a wetting layer first, islands afterwards.

The other cases follow from the same derivative.

- If $0<S\le\lambda Rw$, then $e'\ge0$ throughout and no wetting layer remains. With strain, $S>0$ is thus not sufficient for a layer.
- If $S<0$, then $e'>0$ and islands form on bare substrate, even with $R=0$.
- If $S>0$ and $R=0$, then $e'<0$ at every thickness and the layer persists. Strain energy that islands cannot release does not drive islanding.

The role of accumulation is seen by comparing a layer of thickness $h$ with the same material in large islands on bare substrate. The layer's advantage is

$$A(h)=S\left(1-e^{-h/\lambda}\right)-Rwh .$$

The first term saturates while the second grows steadily. $A$ is largest at $h_c$, where the next increment of layer gains as much wetting energy as it costs in releasable strain energy. It returns to zero much later, near $h=S/(Rw)$ when that length is much greater than $\lambda$. Only there would the film gain by dewetting to bare substrate; islands on a retained layer become favourable at $h_c$.

## Second derivation: one ridge on the layer

The second route does not take $R$ as given. It builds one island on a flat layer and asks whether the energy falls. The island is a long ridge with profile $\eta(x)=s(a-|x|)$ for $|x|<a$, where $a$ is the half-base and $s\ll1$ the facet slope. Energies and volumes are per length of ridge, so $V=sa^2$. Film and substrate are given equal stiffness.

**Response of the solid.** Let $z$ point into the solid, and let a tangential force per area $f\cos kx$, with $k>0$, act on its surface. The Airy function $\chi=Cze^{-kz}\sin kx$ has Laplacian $-2kCe^{-kz}\sin kx$, which is itself harmonic, so $\chi$ is biharmonic as plane elasticity requires. The stresses are $\sigma_{xx}=\partial_z^2\chi$, $\sigma_{zz}=\partial_x^2\chi$ and $\sigma_{xz}=-\partial_x\partial_z\chi$. At $z=0$,

$$\sigma_{zz}=0,\quad \sigma_{xz}=-kC\cos kx,\quad \sigma_{xx}=-2kC\sin kx .$$

The outward normal is $-z$, so the applied force is $-\sigma_{xz}$, and $C=f/k$. There is no additional strain along the ridge, which requires a stress $\nu\sigma_{xx}$ in that direction. Thus $\partial_xu=(1-\nu^2)\sigma_{xx}/Y$. Integrating over $x$ and dropping a rigid shift,

$$u=\frac{2(1-\nu^2)}{Yk}f\cos kx .$$

**Energy released.** A surface displacement $u(x)$ changes the ridge's strain energy, to first order, by $\int\sigma\eta u'\,dx$. Since $\eta$ vanishes at the edges, integration by parts gives $-\int\sigma\eta'u\,dx$. The ridge therefore pulls on the solid with force per area $f=\sigma\eta'$. The solid stores $\frac12\int fu\,dx$, so the total change is $-\frac12\int fu\,dx$. The ridge's own second-order energy is smaller by a factor proportional to $s$ and is omitted in the shallow limit. At $s=0.2$ the neglected terms still matter, as the finite-element value given later shows.

Define $\eta_k=\int\eta e^{-ikx}dx$. Then $f_k=ik\sigma\eta_k$, and the released energy is

$$\frac12\int\frac{dk}{2\pi}\frac{2(1-\nu^2)}{Y|k|}\sigma^2k^2|\eta_k|^2
=\frac{(1-\nu^2)\sigma^2}{Y}Q,\qquad
Q=\int\frac{dk}{2\pi}|k||\eta_k|^2 .$$

The coherent energy is $wV=(1-\nu)\sigma^2V/Y$. Division gives $R=(1+\nu)Q/V$.

For the ridge, $\eta''$ consists of slope jumps $s,-2s,s$ at $x=-a,0,a$. Hence $-k^2\eta_k=2s(\cos ka-1)$, or $\eta_k=4s\sin^2(ka/2)/k^2$. With $q=ka/2$,

$$Q=\frac{16s^2}{\pi}\int_0^\infty\frac{\sin^4(ka/2)}{k^3}dk
=\frac{4s^2a^2}{\pi}\int_0^\infty\frac{\sin^4q}{q^3}dq .$$

Two integrations by parts, whose boundary terms vanish, turn the last integral into $\frac12\int_0^\infty(\sin^4q)''\,dq/q$. From $\sin^4q=(3-4\cos2q+\cos4q)/8$, the second derivative is $2(\cos2q-\cos4q)$. Cutting the integral off at a small $\delta$ and rescaling each cosine leaves

$$\int_\delta^\infty\frac{\cos2q-\cos4q}{q}dq=\int_{2\delta}^{4\delta}\frac{\cos t}{t}dt\longrightarrow\ln2 .$$

Therefore, to leading order in slope,

$$R=\frac{4\ln2}{\pi}(1+\nu)s .$$

Size has dropped out: enlarging the ridge at fixed slope leaves the released fraction unchanged.

**Energy balance.** Taking $V$ from a very wide layer changes its energy by $-Vg'(h)$. Placing it in the ridge costs $(1-R)wV$. These terms add to $V(\varphi/\lambda-Rw)$. The inclined facets add $2a\Gamma$, where $\Gamma=\gamma_f(\sqrt{1+s^2}-1)$ if facets and flat film have equal surface energy. The ridge also thickens the film above its base, which changes $\varphi$ there by

$$2\varphi\int_0^a(e^{-st/\lambda}-1)dt=-2\varphi B,\qquad B=a-\frac\lambda s\left(1-e^{-sa/\lambda}\right).$$

The sum is

$$\Delta E=2a\Gamma+sa^2\left(\frac{\varphi}{\lambda}-Rw\right)-2\varphi B .$$

For large $a$ the quadratic term dominates. If $\varphi/\lambda<Rw$, a sufficiently large ridge lowers the energy. This condition is $h>h_c$, with the same $h_c$ as before.

It remains to ask whether any ridge can lower the energy at $h\le h_c$. There $\varphi\ge\lambda Rw$. The coefficient of $\varphi$ in $\Delta E$ is $sa^2/\lambda-2B$. It vanishes at $a=0$, and its derivative, $2(p-1+e^{-p})$ with $p=sa/\lambda$, is not negative. So $\Delta E$ is smallest when $\varphi=\lambda Rw$, and since $B\le a$,

$$\Delta E\ge2a\Gamma-2\lambda RwB\ge2a(\Gamma-\lambda Rw).$$

If $\Gamma>\lambda Rw$, the flat layer is stable against these ridges up to $h_c$. If $\Gamma<\lambda Rw$, sufficiently large ridges are already favourable at $h_c$, and the threshold lies lower.

## Numbers for the example

Take $Y=103$ GPa, $\nu=0.26$, $\varepsilon=0.04$, $s=0.2$, and $\lambda=0.14$ nm, about one monolayer. Then $\sigma=103\times0.04/0.74=5.57$ GPa, and $w=\sigma\varepsilon=1.39$ eV/nm³. The released fraction is $R=0.8825\times1.26\times0.2=0.222$, so $Rw=0.309$ eV/nm³ and $\lambda Rw=0.0433$ eV/nm². Hence

$$h_c=0.14\ln\frac{2.2}{0.0433}=0.55\ \text{nm},$$

or 3.9 monolayers. The facet cost is $\Gamma=0.127$ eV/nm², larger than $\lambda Rw$, so the two derivations agree here. The margin is narrow. If the facets have their own surface energy $\gamma_{\rm facet}$, then $\Gamma=\gamma_{\rm facet}\sqrt{1+s^2}-\gamma_f$, and a facet energy only 1.3% below $\gamma_f$ brings $\Gamma$ down to $\lambda Rw$. A still lower one puts the threshold below $h_c$. At 2% below $\gamma_f$, $\Gamma$ is already negative, and the continuum formula favours small ridges on a layer of any thickness. On the thinnest layers these ridges would be much less than one atom high, so the formula has no physical meaning there. The agreement therefore belongs to the assumed equal energies and is not established for real germanium facets. The whole-film balance gives $2.2/0.309=7.1$ nm, about thirteen times $h_c$.

One monolayer beyond $h_c$, at 0.69 nm, $\varphi=0.0159$ eV/nm². The ridge energy rises to 0.34 eV/nm at $a=2.8$ nm and returns to zero at $a=5.8$ nm. Small ridges are unfavourable because facet cost grows as $a$, while strain relief grows as $a^2$.

A square pyramid is limited in both directions and has a finite barrier. Each Fourier component of its traction is parallel to its wave vector, so the same response applies with a two-dimensional integral for $Q$. Numerical evaluation gives $Q/V=0.992s$, $R=0.250$ and $h_c=0.53$ nm. At a layer thickness of 0.69 nm, its barrier is 3.7 eV at a half-base of 4.8 nm. This is 49 times $k_BT$ at 873 K. The barrier is sensitive to $R$, which the shallow-slope formula overestimates: lowering $R$ by 17%, the finite-slope correction given later for the ridge, raises it to about 6.4 eV, or 85 $k_BT$.

A thicker wetting layer lowers the barrier, but not to zero while the facet slope is fixed at 0.2. When $\varphi$ is negligible, $\Delta E=4a^2\Gamma-\frac43sa^3Rw$. Its maximum is at $a=2\Gamma/(sRw)=3.6$ nm, with height $\frac43\Gamma a^2\approx2.2$ eV, or about 30 $k_BT$. The fixed slope matters: for shallow islands $\Gamma$ varies as $s^2$ and $R$ as $s$, so $a$ stays the same and the height falls as $s^2$. If every slope were available at the same surface energy, the barrier on such a thick layer could be made as small as desired. The layer need not be very thick for this. A small ripple $A\cos kx$ changes the energy per area by $\frac{A^2}{4}\left[\gamma_fk^2+\varphi/\lambda^2-2(1+\nu)wk\right]$, which is negative for some $k$ once $\varphi/\lambda^2<[(1+\nu)w]^2/\gamma_f$. Here that happens above 0.76 nm, where the flat layer has no barrier at all under this assumption. At 0.69 nm the remaining $\varphi$ opposes very shallow islands, so the pyramid barrier does not vanish in this way. It still falls: at a slope of 0.1, with the same surface energy, it is about 1.4 eV, or 19 $k_BT$. The value of 3.7 eV therefore belongs to the fixed slope of 0.2. Passing $h_c$ makes islands favourable; it does not by itself make their nucleation fast. A lower facet energy would reduce the barrier.

## The model beside germanium on silicon

Real germanium layers on silicon (001) grow to roughly three or four monolayers before islands appear. The agreement is not a precise prediction, because $h_c$ depends strongly on the assumed $\lambda$: doubling $\lambda$ raises $h_c$ to 0.91 nm. It is less sensitive to $S$: doubling $S$ adds $\lambda\ln2=0.10$ nm. Several neglected effects merely shift the threshold. A finite-element solution for the ridge at $s=0.2$ gives $R=0.185$ on a refined mesh (0.184 on the coarser mesh of the listed output), which is 17% below the shallow-slope formula, and $h_c=0.58$ nm. Using silicon's stiffness for the substrate in the shallow-slope formula also gives 0.58 nm. Thermal expansion at 873 K adds about 0.0017 to the misfit and gives 0.54 nm. Germanium is cubic, not isotropic: with its cubic elastic constants in film and substrate, the finite-element ridge at $s=0.2$ has $R=0.16$ along [100] and 0.14 along [110], and $h_c=0.59$ to 0.61 nm. The slope itself is an input. In the large-island limit facet energy drops out, so the steepest available shape sets the threshold: isotropic finite-element ridges give 0.49 nm at $s=0.47$ and 0.44 nm at $s=1$, and complete relaxation, $R\to1$, gives the lower bound 0.34 nm.

Alloying is more serious. A film with half its germanium replaced by silicon has about half the misfit and a quarter of $w$. With $S$ held fixed, this raises $h_c$ to 0.74 nm. Ideal mixing at that composition also lowers the free energy by $k_BT\ln2$ per atom, or 2.3 eV/nm³, more than the entire coherent strain energy. Composition must then be found together with shape, and the present formula may fail.

Dislocations also compete. For an edge dislocation with Burgers length $b=0.40$ nm, a rough estimate equates the strain work $\sigma bh$ to the line energy $Yb^2\ln(4h/b)/[8\pi(1-\nu^2)]$. With the core radius $b/4$ assumed here, the strain work overtakes the line energy at 0.52 nm, close to $h_c$. A core radius of $b/5$ moves this to 0.67 nm, while with $b/3$ the strain work is larger at every thickness. For pure edge dislocations the estimate therefore cannot decide whether islands or dislocations become favourable first. The 60° dislocations that glide in real (001) films relieve half as much misfit each, and the same estimate, with the line energy multiplied by $1-\nu/4$, places them at 1.4 to 1.9 nm for these core radii. The coherent result applies only where dislocations are absent, either because they are unfavourable or because they are slow to form.

## What each derivation assumes

Both derivations assume equilibrium, coherence, fixed composition, strain-independent surface energies and the exponential $\varphi$. The first needs no island shape or elastic solution. It accepts any size-independent $R$, and it finds how the whole deposit is divided. Its price is the large-island limit: it cannot give a smallest favourable size or a barrier.

The second assumes an isolated ridge, shallow facets and equal stiffness. In return it calculates $R$, keeps the facet energy, and supplies the condition $\Gamma>\lambda Rw$ under which the large-island threshold is also the limit of stability against ridges. Neither treats interactions between islands, which matter when the gaps between them are smaller than their width. The numerical output below gives the values used here, or the quantities from which they follow by the formulas in the text or the program. The refined-mesh, steep-slope and cubic-crystal values of $R$ come from the same plane-strain problem solved with those inputs and are not listed in it.

## Computed values

```
Substrate surface energy: 8.8 eV/nm^2
Film surface energy: 6.4 eV/nm^2
Interface energy: 0.2 eV/nm^2
Wetting energy S: 2.2 eV/nm^2
Reversed-order S: -2.6 eV/nm^2
Reversed-order box height/base: 0.1477
Young modulus: 103 GPa
Poisson ratio: 0.26
Misfit strain magnitude: 0.04
Coherent stress magnitude: 5.568 GPa
Coherent strain energy w: 1.39 eV/nm^3
Strain energy per monolayer: 0.1946 eV/nm^2
Decay length: 0.14 nm
Monolayer thickness: 0.14 nm
Facet slope: 0.2
Half-space response times Yk/f, Ritz: 1.8648
Ridge factor, formula: 0.882542
Ridge factor, Fourier sum: 0.882536
Ridge released fraction R: 0.2224
Releasable energy R*w: 0.3091 eV/nm^3
Minimum S for a wetting layer: 0.04328 eV/nm^2
Critical thickness h_c: 0.55 nm
Critical thickness: 3.929 monolayers
Whole-film dewetting threshold: 7.117 nm
Layer thickness for finite islands: 0.69 nm
Remaining substrate energy phi: 0.01592 eV/nm^2
Extra facet cost: 0.1267 eV/nm^2
Ridge half-base at barrier: 2.843 nm
Ridge barrier per length: 0.3362 eV/nm
Ridge half-base at zero energy: 5.77 nm
Pyramid relief factor: 0.9924
Pyramid released fraction: 0.2501
Pyramid h_c: 0.5336 nm
Pyramid half-base at barrier: 4.836 nm
Pyramid barrier: 3.681 eV
Pyramid half-base at zero energy: 7.284 nm
Growth temperature: 873 K
Pyramid barrier / kT: 48.94
FEM/formula relief at slope 0.01: 0.9843
FEM released fraction at example slope: 0.1844
h_c with FEM relief: 0.5762 nm
Rough silicon Young modulus: 130 GPa
Rough silicon Poisson ratio: 0.28
h_c with silicon substrate stiffness: 0.5842 nm
Rough thermal expansion difference: 3e-06 1/K
Added thermal misfit: 0.00174
h_c with thermal misfit: 0.5381 nm
Alloy film fraction: 0.5
Alloy strain energy: 0.3475 eV/nm^3
h_c with alloy strain only: 0.7441 nm
Ideal mixing free-energy gain: 2.301 eV/nm^3
Edge Burgers length: 0.4002 nm
Rough dislocation balance thickness: 0.5219 nm
```
